# Conformal Exposure of an Infinitely Wide Slot in Free-Molecular Flow

A precursor at 0.01 Torr coats a slot 500 nm high to a depth of 50 µm in 0.62 s, if the coating advances as a sharp front. Replace the slot by a tube of the same hydraulic diameter, keep the pressure, temperature and site density, and a simple formula for the tube gives 1.01 s. At a depth of 500 µm the ratio of the two estimates is no longer 1.6 but 2.4. A wrong constant factor would not grow with depth. The tube misses a feature of the slot: a molecule can fly far along a wide gap without meeting a wall, and such long flights add a logarithm to the transmission.

## The slot and its flight lengths

Let the gap be $h$, the depth of the front $L$, and $a=L/h$. The slot is infinitely wide. Molecules enter with a cosine distribution, do not collide in the gas, and leave a covered wall diffusely, with no memory of their arrival. The calculation is classical, so $\hbar$ does not enter. Lengths are measured in units of $h$ until the exposure is computed.

A molecule leaves one plate at angle $\theta$ to the normal with probability $(\cos\theta/\pi)\,d\Omega$. It lands on the other plate at a displacement $s$ along the depth and $y$ along the width. The distance flown is $\rho=\sqrt{1+s^2+y^2}$, so $\cos\theta=1/\rho$, and an area $dA$ subtends $d\Omega=\cos\theta\,dA/\rho^2=dA/\rho^3$. The landing density is therefore $1/(\pi\rho^4)$. With $\int dy\,(b^2+y^2)^{-2}=\pi/(2b^3)$ and $b^2=1+s^2$, integration over $y$ gives
$$K(s)=\frac{1}{2(1+s^2)^{3/2}},\qquad \int_{-\infty}^{\infty}K\,ds=1. \tag{1}$$
The mean square flight length, counted up to $|s|=c$, is
$$m(c)=\int_0^c\frac{s^2\,ds}{(1+s^2)^{3/2}}=\operatorname{arsinh}c-\frac{c}{\sqrt{1+c^2}}, \tag{2}$$
as differentiation confirms: $(1+c^2)^{-1/2}-(1+c^2)^{-3/2}=c^2(1+c^2)^{-3/2}$. For large $c$ it grows as $\ln 2c-1$. There is no finite mean square step, and hence no ordinary diffusion coefficient.

## Transmission as a minimum

Let $\phi(x)$ be the flux striking either wall at depth $x$, in units of the entrance flux $J$. The two walls are equivalent by symmetry. The entrance can be replaced by walls continued to $x=-\infty$ that emit unit flux. In a slot with unit flux on all walls the gas is in equilibrium, and the molecules crossing $x=0$ inward then have the cosine distribution and come from walls at $x<0$. The exit is replaced by walls at $x>a$ that emit nothing. Thus
$$\phi=1\ (x<0),\qquad \phi=0\ (x>a),\qquad \phi(x)=\int_{-\infty}^{\infty}K(x-x')\phi(x')\,dx'\ (0<x<a). \tag{3}$$
The transmission probability $W$ is the number of molecules sent from $x<a$ to $x>a$, divided by the number entering. Two walls emit and the entrance has unit height, so
$$W=2\int_{x<a}dx\int_{x'>a}dx'\,K(x-x')\phi(x). \tag{4}$$

Consider, for any function $f$ with the outer values in (3),
$$D[f]=\iint K(x-x')\,[f(x)-f(x')]^2\,dx\,dx'. \tag{5}$$
Write $f=\phi+\eta$, where $\eta$ vanishes outside $(0,a)$. The term linear in $\eta$ is
$$2\iint K\,[\phi(x)-\phi(x')][\eta(x)-\eta(x')]\,dx\,dx'
=4\int_0^a\eta(x)\Big[\phi(x)-\int K(x-x')\phi(x')dx'\Big]dx=0. \tag{6}$$
The first equality exchanges $x$ and $x'$ in the part with $\eta(x')$ and uses $\int K=1$; the second uses (3). What remains is $D[f]=D[\phi]+D[\eta]\ge D[\phi]$, so $\phi$ gives the minimum.

To find the minimum value, let $p=1$ for $x<a$ and $p=0$ for $x>a$. The difference $\phi-p$ vanishes outside $(0,a)$ and may serve as $\eta$ in (6). One factor $\phi(x)-\phi(x')$ in $D[\phi]$ can therefore be replaced by $p(x)-p(x')$. This is nonzero when the two points lie on opposite sides of $a$, and the two orderings contribute equally:
$$D[\phi]=2\int_{x<a}dx\int_{x'>a}dx'\,K(x-x')\,[\phi(x)-0]=W. \tag{7}$$

Sorting the pairs in (5) by separation $s$, and using that $K$ is even, gives
$$W=\min_f\int_0^\infty\frac{G(s)\,ds}{(1+s^2)^{3/2}},\qquad G(s)=\int_{-\infty}^{\infty}[f(x)-f(x+s)]^2dx. \tag{8}$$

## Upper bound: a linear profile

Any trial function gives an upper bound. Take $f=1-x/a$ inside the slot. For $s<a$ there are three ranges of $x$. When $-s<x<0$ the difference is $(x+s)/a$, which contributes $s^3/(3a^2)$. When $0<x<a-s$ it is $s/a$, which contributes $(a-s)s^2/a^2$. When $a-s<x<a$ it is $1-x/a$, which again contributes $s^3/(3a^2)$. For $s>a$ the two ramps contribute $a/3$ each, and a range of length $s-a$ has unit difference. Hence
$$G=\frac{s^2}{a}-\frac{s^3}{3a^2}\ (s<a),\qquad G=s-\frac a3\ (s>a). \tag{9}$$

Let $r=\sqrt{1+a^2}$. Besides $m(a)$, three integrals are needed. Writing $s^3=s(1+s^2)-s$,
$$\int_0^a\!\frac{s^3ds}{(1+s^2)^{3/2}}=r+\frac1r-2,\quad
\int_a^\infty\!\frac{s\,ds}{(1+s^2)^{3/2}}=\frac1r,\quad
\int_a^\infty\!\frac{ds}{(1+s^2)^{3/2}}=1-\frac ar. \tag{10}$$
Inserting (9) in (8), the terms $-1/r$ from $m(a)/a$ and $+1/r$ cancel:
$$U=\frac{\operatorname{arsinh}a}{a}-\frac{r+1/r-2}{3a^2}-\frac a3+\frac{a^2}{3r}.$$
Two of these pieces combine, because $r^2=1+a^2$:
$$\frac{a^2}{3r}-\frac{r+1/r}{3a^2}=\frac{a^4-a^2-2}{3a^2r}=\frac{(a^2-2)(a^2+1)}{3a^2r}=\frac r3-\frac{2r}{3a^2}.$$
With $r-a=1/(r+a)$ and $r-1=a^2/(r+1)$ the bound becomes
$$W\le U=\frac{\operatorname{arsinh}a}{a}+\frac{1}{3(a+r)}-\frac{2}{3(1+r)}. \tag{11}$$
For large $a$ the last two terms give $1/(6a)-2/(3a)=-1/(2a)$, so $U=(\ln 2a-\tfrac12)/a+O(a^{-2})$.

## Lower bound: the drop that every profile must make

Whatever the profile, its total drop is one. Over a long interval $(-N,N)$ the integrals of $f(x)$ and $f(x+s)$ cancel except at the ends, where $f=1$ on the left and $f=0$ on the right. Therefore
$$\int_{-\infty}^{\infty}[f(x)-f(x+s)]\,dx=s. \tag{12}$$
The integrand vanishes unless $-s<x<a$, a range of length $a+s$. The Cauchy–Schwarz inequality then gives $s^2\le(a+s)G(s)$, and (8) yields
$$W\ge B=\int_0^\infty\frac{s^2\,ds}{(a+s)(1+s^2)^{3/2}}. \tag{13}$$

To evaluate $B$, write $s^2/(a+s)=s-a+a^2/(a+s)$. The integrals of $s(1+s^2)^{-3/2}$ and $(1+s^2)^{-3/2}$ over $(0,\infty)$ are both one, so $B=1-a+a^2Q$ with $Q=\int_0^\infty ds\,(a+s)^{-1}(1+s^2)^{-3/2}$. The identity
$$\frac{1}{(a+s)(1+s^2)}=\frac1{r^2}\left[\frac1{a+s}+\frac{a-s}{1+s^2}\right]$$
follows from $(1+s^2)+(a^2-s^2)=r^2$. Dividing it by $\sqrt{1+s^2}$ and integrating gives $Q=(M+a-1)/r^2$, where
$$M=\int_0^\infty\frac{ds}{(a+s)\sqrt{1+s^2}}=-\frac1r\left[\operatorname{arsinh}\frac{1-as}{a+s}\right]_0^\infty=\frac{\operatorname{arsinh}a+\operatorname{arsinh}(1/a)}{r}.$$
The antiderivative is verified with $q=(1-as)/(a+s)$, for which $q'=-r^2/(a+s)^2$ and $1+q^2=r^2(1+s^2)/(a+s)^2$. Since $1-a+a^2(a-1)/r^2=(1-a)/r^2$,
$$B=\frac{1-a}{r^2}+\frac{a^2[\operatorname{arsinh}a+\operatorname{arsinh}(1/a)]}{r^3}. \tag{14}$$
For large $a$, $B=(\ln 2a-1)/a+O(a^{-2})$. Both bounds tend to one as $a\to0$, as they must for a bare opening. Together they show that
$$aW=\ln a+C(a),\qquad -0.307\le C(a)\le0.193\ \text{ up to terms }O(\ln a/a), \tag{15}$$
where the limits are $\ln2-1$ and $\ln2-\tfrac12$. Thus $W\sim\ln(a)/a$, with prefactor one.

Solving (3) numerically places $W$ between the bounds. For the values below, $\phi$ was taken constant in each of many equal cells, the kernel was integrated exactly over the cells, and the error quadratic in cell width was removed by halving the cells. The last column is the tube estimate derived in the next section.

| $a$ | $B$ | $W$ | $U$ | $W_h$ |
|---:|---:|---:|---:|---:|
| 1 | 0.623 | 0.684 | 0.743 | 0.727 |
| 10 | 0.216 | 0.241 | 0.256 | 0.211 |
| 100 | 0.0432 | 0.0471 | 0.0480 | 0.0260 |
| 1000 | 0.00660 | 0.00705 | 0.00710 | 0.00266 |

## Why a tube has no leading logarithm

The argument carries over to a tube of diameter $D$. The two wall lines of the slot, per unit gap, become a perimeter-to-area ratio $4/D$. The factor 2 in (4) is replaced by this ratio, so the minimum of (5) is multiplied by half of it, $2/D$. The bounds also carry over. The linear profile satisfies $G\le s^2/L$ for every $s$, and (12) gives $G\ge s^2/(L+s)$. If the mean square flight $\langle s^2\rangle$ is finite, both give $W\to(2/D)\langle s^2\rangle/L$.

For a direction at angle $\theta$ to the axis whose transverse projection makes an angle $\beta$ with the wall normal, the transverse chord is $D\cos\beta$, the axial flight is $s=D\cos\beta\cot\theta$, and the cosine to the normal is $\sin\theta\cos\beta$. Hence
$$\langle s^2\rangle=\frac{D^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta=\frac{D^2}{\pi}\,\frac\pi2\,\frac43=\frac{2D^2}{3}, \tag{16}$$
and $W\to4D/(3L)$. A logarithm appears only in the next order: the tube kernel falls as $s^{-4}$, its third moment diverges logarithmically, and the correction to $W$ is of order $(D/L)^2\ln(L/D)$. The chord cannot exceed $D$, so a long axial flight must lie close to the axis direction. In the slot it may also travel sideways, and this freedom makes long flights frequent enough for the second moment to diverge.

The hydraulic diameter, four times area over perimeter, is $D=2h$ for the slot. The long-tube limit is then $8/(3a)$. Adding the unit resistance of the opening gives a simple interpolation
$$W_h=\frac{1}{1+3a/8}. \tag{17}$$
It exceeds the slot transmission at small $a$ and falls below it beyond $a\approx4.1$. The excess comes from the interpolation, not from the tube: at $a=1$ a real tube of this diameter transmits 0.672, slightly less than the slot.

The role of long flights can be isolated within the slot. Suppress every flight with $|s|>c$, so that a molecule which would make one stays on its wall point and tries again. The kernel remains symmetric, and (8) holds with the integral ended at $s=c$. Here $W_c$ is the transmitted stream in units of $Jh$, with the outer walls still emitting the flux $J$. The stream that enters is itself reduced by the fraction $1/\sqrt{1+c^2}$, which is 5% for $c=20$. For $a>c$ the same two estimates of $G$ give
$$\frac{m(c)}{a+c}\le W_c\le\frac{m(c)}{a}. \tag{18}$$
The product $aW_c$ now tends to a constant, which is 2.69 for $c=20$. The logarithm in $W$ therefore comes from flights whose length grows with the slot.

## From transmission to exposure

In the sharp-front model, bare sites capture every molecule and covered sites capture none. The slot continues beyond the front, so whatever passes depth $L$ is captured there and does not return. This is the exit condition in (3). The gas is quasi-steady: it adjusts to each front position before the front has moved appreciably. If each wall has $\sigma$ sites per area, then per unit width
$$2\sigma\frac{dL}{dt}=JhW(L/h),\qquad J=\frac{P}{\sqrt{2\pi mkT}}. \tag{19}$$
Here $P$ is the precursor pressure and $m$ the molecular mass. With $L=ha$ the gap cancels, and the reduced exposure $X=Jt/\sigma$ is
$$X(a)=2\int_0^a\frac{du}{W(u)}. \tag{20}$$

Since $W(u)\sim\ln(u)/u$, $X$ diverges, and it can be compared with $a^2/\ln a$ through the derivatives:
$$\frac{dX/da}{d(a^2/\ln a)/da}=\frac{2/W}{(2a/\ln a)[1-1/(2\ln a)]}
=\frac{\ln a}{aW}\,\frac{1}{1-1/(2\ln a)}\longrightarrow1. \tag{21}$$
By l'Hôpital's rule, $X\sim a^2/\ln a$.

The approach is slow. If $C$ in (15) is treated as constant, try $X=a^2/(\ln a+b)$. Its derivative is
$$\frac{2a}{\ln a+b}\left[1-\frac{1}{2(\ln a+b)}\right]\simeq\frac{2a}{\ln a+b+\frac12},$$
which matches $2/W=2a/(\ln a+C)$ when $b=C-\tfrac12$. The denominator is thus smaller than $\ln a$ by between 0.31 and 0.81, and $X$ lies above its leading form at large $a$. Integrating the bounds (11) and (14) in (20) encloses $X\ln(a)/a^2$ between 1.05 and 1.14 at $a=10^3$, and between 1.01 and 1.03 at $a=10^{12}$. The second aspect ratio has no physical use; it shows how slowly a logarithmic correction fades.

For the tube the ratio of perimeter to area is also $2/h$, so (20) applies with $W_h$:
$$X_h=2\int_0^a\left(1+\frac{3u}{8}\right)du=2a+\frac{3a^2}{8},\qquad \frac{X_h}{X}\sim\frac38\ln a. \tag{22}$$
The error of the hydraulic-diameter law has no upper limit in the ideal slot.

## A lateral test cavity

Lateral high-aspect-ratio cavities are used to measure conformality. Take a gap of 500 nm, a width of 1 mm and a front depth of 50 µm, so that $a=50\,000/500=100$, with $T=500$ K, $P=0.01$ Torr, a molecular mass of 100 u and 4 adsorbed molecules per nm². These are round parameters, not those of a particular precursor.

A flat surface that captures every molecule needs $\sigma\sqrt{2\pi mkT}=2.55\times10^{-6}$ Torr s. Integrating (20) with the numerical $W$, interpolated by a spline, gives $X=2431$. The exposure is
$$2431\times2.546\times10^{-6}=6.19\times10^{-3}\ \text{Torr s},$$
or 0.62 s at 0.01 Torr. The hydraulic law gives $X_h=200+3750=3950$, hence $1.01\times10^{-2}$ Torr s and 1.01 s. The leading form $a^2/\ln a=2171$ lies 11% below the integrated value.

At $a=10$ the hydraulic exposure is 5% above that of the slot, at $a=100$ it is 62% above, and at $a=1000$ it is 2.45 times as large. The exposures cross at $a\approx6.6$, later than the transmissions, because (20) remembers the shallow part of the slot, where the interpolation (17) overestimates the transmission. Near the crossing the agreement is an accident of two different functions. It does not support the tube law at greater depth.

The local exponent $d\ln X/d\ln a=2a/(WX)$ is $200/(0.0471\times2431)=1.75$ at $a=100$ and 1.84 at $a=1000$. A fit over a limited range of depths could thus return a power below two, although the asymptotic law is a square divided by a logarithm.

## Where the sharp, collisionless front fails

Real coverage does not end in a step. Let $\vartheta$ be the coverage and $s_0(1-\vartheta)$ the sticking probability. Each wall point then emits $[1-s_0(1-\vartheta)]\phi$, and $d\vartheta/dX=s_0(1-\vartheta)\phi$. These equations can be integrated in time exactly. With $\Phi=\int\phi\,dX$ the coverage is $\vartheta=1-e^{-s_0\Phi}$, each wall point has emitted $\Phi-\vartheta$, and one nonlinear integral equation for $\Phi$ remains at each exposure. Extrapolated to zero cell width, half coverage at 100 gaps requires 1.07, 1.06 and 1.09 times the sharp-front exposure for $s_0=1$, 0.1 and 0.01, and slot lengths of 200 and 400 gaps give the same values to 0.001. The order is not monotonic, and the calculation does not identify the cause. At 120 gaps, where a sharp front would leave bare wall, the coverage was already 0.12, 0.13 and 0.23. Even with $s_0=1$ the front is smeared: long flights carry molecules ahead of it, and partly covered walls re-emit some of those that reach them.

Gas collisions are a more basic limit. For a molecular diameter of 0.6 nm, the mean free path at 0.01 Torr is 3.2 mm, and the depth is 1.5% of it. Suppose, however, that a carrier gas raises the total pressure to 1 Torr. For molecules of the same size and mass the mean free path would then be 32 µm, or 65 gaps, which is less than the depth. Using (18) as a crude model of this cut-off, $m(65)\approx\ln130-1=3.87$, so $W_c\le0.0387$ at $a=100$, against 0.0471 without collisions. The model overstates the effect, because a scattered molecule flies on from the point of collision instead of starting again at the wall. Solved at $a=100$, the cut-off model lowers the transmission by 24%, whereas trajectories with isotropic scattering lower it by roughly 15%. Isotropic scattering is itself a simplification, since molecules of equal mass keep part of their direction in a collision. If the precursor flux at the entrance stays the same, the front at full depth slows by about that fraction. At depths well beyond the mean free path the exposure returns to an $a^2$ law, with a coefficient that depends on the ratio of mean free path to gap.

A finite width acts in a similar way. The landing density $1/(\pi\rho^4)$ gives a flight of axial length $s\gg1$ a typical sideways travel of order $s$, so side walls intercept flights comparable with the width. Here the depth is 5% of the width, and most flights do not reach the sides. At 500 µm the depth is half the width, and the factor 2.45 belongs to the ideal slot rather than to this cavity.

Two further effects are small or easily included. The gas stored in the slot is $1.2\times10^{-5}$ of the molecules adsorbed, which supports the quasi-steady balance. Growth of 0.1 nm per wall and cycle narrows the gap by 4% in 100 cycles. At fixed depth $a$ rises by the same proportion, and with the local exponent 1.75 the required exposure rises by about 7%. A dose set for the first cycle therefore needs that margin for the hundredth, in addition to the margin for the smeared front.
